# Constant diffusivity of site-blocking vacancies whose conductivity varies as c(1−c)

## What dimensions and symmetry allow

Vacancies sit on a simple cubic sublattice of spacing \(a\), at most one per site. A vacancy hops to each neighbouring site that is not vacant with rate \(\Gamma\), whatever the other neighbours hold. The occupancy \(c\) is the fraction of sites that are vacant, and \(N_s=1/a^3\) is the site density.

At zero electric field the vacancy flux down a gentle gradient is \(\mathbf j=-N_sD\nabla c\). The available quantities are \(\Gamma\), \(a\) and the pure number \(c\), so
\[
D=\Gamma a^2\,g(c).
\]
A vacancy hop from \(i\) to \(j\) is also an ion hop from \(j\) to \(i\), at the same rate. The dynamics therefore looks the same with vacancies and ions interchanged. Flux and gradient both change sign, so \(g(c)=g(1-c)\). A lone vacancy is a random walker with mean square displacement \(2\Gamma a^2t\) along each axis, which equals \(2Dt\), so \(g(0)=1\).

The conductivity is the response to a field that acts on the charge \(ze\) of each vacancy. The same reasoning gives
\[
\sigma=\frac{(ze)^2\,\Gamma}{a\,kT}\,s(c),\qquad s(c)=s(1-c),\qquad s(0)=s(1)=0,
\]
because nothing can move when all sites are alike. Symmetry would permit \(g=1+\alpha c(1-c)\) with any \(\alpha\). The master equation must decide, and it gives \(g=1\) and \(s=c(1-c)\).

## The master equation and the mean occupancy

Let \(n_i=1\) if site \(i\) is vacant and \(n_i=0\) if it holds an ion. Let \(W_{ij}\) be the rate of a hop from \(i\) to \(j\), kept general for the moment, and let \(n^{ij}\) be the configuration \(n\) with the contents of \(i\) and \(j\) swapped. The probability \(P(n)\) obeys
\[
\frac{dP(n)}{dt}=\sum_{i,j}W_{ij}\left[n_j(1-n_i)P(n^{ij})-n_i(1-n_j)P(n)\right].
\]
The first term is the gain: a hop \(i\to j\) that ends in \(n\) leaves \(j\) vacant and \(i\) filled. The second is the loss.

Multiply by \(n_k\) and sum over configurations. In the gain term, rename \(n^{ij}\) as the summation variable. This interchanges \(n_i\) and \(n_j\) and gives
\[
\frac{d\langle n_k\rangle}{dt}=\sum_{i,j}W_{ij}\left\langle\left(n_k^{ij}-n_k\right)n_i(1-n_j)\right\rangle .
\]
The bracket is \(-1\) when \(k=i\), \(+1\) when \(k=j\), and zero otherwise. Hence
\[
\frac{d\langle n_i\rangle}{dt}=\sum_j\left[W_{ji}\langle n_j(1-n_i)\rangle-W_{ij}\langle n_i(1-n_j)\rangle\right].
\]
Multiplying out,
\[
\frac{d\langle n_i\rangle}{dt}=\sum_j\left[W_{ji}\langle n_j\rangle-W_{ij}\langle n_i\rangle+(W_{ij}-W_{ji})\langle n_in_j\rangle\right].
\tag{1}
\]
If forward and backward rates are equal, \(W_{ij}=W_{ji}=K_{ij}\), the pair term vanishes:
\[
\frac{d\langle n_i\rangle}{dt}=\sum_jK_{ij}\left(\langle n_j\rangle-\langle n_i\rangle\right).
\tag{2}
\]
No average of a product was replaced by a product of averages. Equation (2) holds for any initial correlations between vacancies.

The physical reason is that symmetric exclusion can be read as swapping the contents of each bond at rate \(K_{ij}\). If the two contents are alike, the swap changes nothing, which is the blocked hop. The mean occupancy then spreads as the probability of one random walker does. A tagged vacancy is another matter: a blocked attempt leaves it where it was, so at uniform random occupancy its mean hop rate per direction is \(\Gamma(1-c)\). The coefficient \(D\) describes the spreading of composition, not the motion of a tagged vacancy.

Equation (2) was tested on a nine-site square patch with random symmetric rates between 0.5 and 1.5 and a correlated initial state. After a time of 0.7 in the inverse rate unit, the full 512-state master equation and the nine linear equations agreed to \(3\times10^{-16}\) in occupancy. A second test compared two states with equal means but different correlations. With symmetric rates their means changed at the same speed to rounding error. With unequal site energies, which make \(W_{ij}\ne W_{ji}\), the speeds differed by up to 0.038 rate units, as the pair term in (1) requires.

## From the lattice to the diffusivity

Set \(K_{ij}=\Gamma\) for nearest neighbours and let \(\langle n_i\rangle=c(\mathbf r_i,t)\) vary slowly. Along \(x\),
\[
c(x+a)+c(x-a)-2c(x)=a^2\frac{\partial^2c}{\partial x^2}+\frac{a^4}{12}\frac{\partial^4c}{\partial x^4}+\dots
\]
because the odd terms cancel. Keeping the leading term for all three axes,
\[
\frac{\partial c}{\partial t}=\Gamma a^2\nabla^2c,\qquad D=\Gamma a^2 .
\tag{3}
\]
The flux gives the same coefficient with its sign. The net number of hops per unit time across one bond along \(x\) is \(\Gamma[c(x)-c(x+a)]\simeq-\Gamma a\,\partial c/\partial x\). Each bond serves an area \(a^2\), so
\[
j_x=-\frac{\Gamma}{a}\frac{\partial c}{\partial x}=-N_s\,\Gamma a^2\,\frac{\partial c}{\partial x}.
\]

The error of the continuum form is visible in a single wave. Inserting \(c-c_0\propto\cos kx\) in (2) gives the decay rate
\[
2\Gamma(1-\cos ka)=\Gamma a^2k^2\left[1-\frac{(ka)^2}{12}+\dots\right],
\]
so (3) needs \(ka\ll1\). It does not need a small amplitude, since (2) is linear. For a chain of \(L\) sites between reservoirs of occupancy \(c_L\) and \(c_R\), the steady profile is a straight line over \(L+1\) bonds and the current is \(\Gamma(c_L-c_R)/(L+1)\). The full master equation for six sites between reservoirs at 0.9 and 0.1 gave this current to six decimals.

Random barriers do not spoil the independence of \(c\), provided that all sites have the same energy. The rates \(K_{ij}\) then differ from bond to bond but stay symmetric, (2) remains linear, and no coefficient in it contains the occupancy.

## The conductivity keeps the blocking factor

Apply a field \(E\) along \(+x\). A forward hop gains the energy \(zeEa\). With the saddle point midway, half of this lowers the forward barrier and half raises the backward one:
\[
W_\pm=\Gamma e^{\pm f/2},\qquad f=\frac{zeEa}{kT}.
\]
Their ratio \(e^f\) is what detailed balance demands for an energy difference \(zeEa\).

The state is now needed, because the pair term no longer cancels. Take a periodic lattice and the uncorrelated state \(P(n)=\prod_ic^{n_i}(1-c)^{1-n_i}\). It depends on the number of vacancies alone, so \(P(n^{ij})=P(n)\). The right side of the master equation becomes
\[
P(n)\sum_{i,j}W_{ij}\left[n_j(1-n_i)-n_i(1-n_j)\right]=P(n)\sum_{i,j}W_{ij}(n_j-n_i).
\]
For each hop direction \(W_{ij}\) is the same everywhere, and the sum of \(n_j-n_i\) around the periodic lattice is zero. The uncorrelated state is stationary at any field in this model.

The mean current across a bond along the field is therefore
\[
J=W_+\langle n_i(1-n_{i+1})\rangle-W_-\langle n_{i+1}(1-n_i)\rangle
=2\Gamma\sinh\!\left(\frac f2\right)c(1-c).
\tag{4}
\]
For \(f\ll1\), \(J\simeq\Gamma f\,c(1-c)\). The electric current density is \(zeJ/a^2\), so
\[
\sigma=\frac{ze}{a^2E}\,\Gamma\,\frac{zeEa}{kT}\,c(1-c)=\frac{N_s(ze)^2D}{kT}\,c(1-c).
\tag{5}
\]

One expression shows why blocking acts on one process and not on the other. The bond current can be written
\[
J=W_+\langle n_i\rangle-W_-\langle n_{i+1}\rangle-(W_+-W_-)\langle n_in_{i+1}\rangle .
\]
Under a gradient without a field, \(W_+=W_-\), and the blocked attempts in the two directions cancel. Under a field without a gradient, more forward than backward attempts are blocked, and the surplus removes \((W_+-W_-)c^2\) from \((W_+-W_-)c\).

At small \(c\) the carriers are few vacancies and \(\sigma\propto c\). Near \(c=1\) the carriers are few ions and \(\sigma\propto1-c\).

## The same diffusivity from thermodynamics

All arrangements of \(N\) vacancies on \(M\) sites have the same energy, apart from a constant per vacancy. Their number is \(\Omega=M!/[N!(M-N)!]\). With Stirling's formula,
\[
\ln\Omega\simeq M\ln M-N\ln N-(M-N)\ln(M-N).
\]
The free energy is \(-kT\ln\Omega\) plus a term linear in \(N\), so, up to a constant,
\[
\mu=-kT\frac{\partial\ln\Omega}{\partial N}=kT\ln\frac{c}{1-c},\qquad
\frac{d\mu}{dc}=\frac{kT}{c(1-c)} .
\]

In equilibrium in a static potential \(\phi\), the sum \(\mu+ze\phi\) is uniform and the flux is zero. Near equilibrium the flux is thus proportional to the gradient of this sum. The case of a pure field, where the number flux is \(\sigma E/(ze)\), fixes the factor:
\[
\mathbf j=-\frac{\sigma}{(ze)^2}\nabla(\mu+ze\phi).
\tag{6}
\]
At zero field, comparison with \(\mathbf j=-N_sD\nabla c\) gives
\[
D=\frac{\sigma}{N_s(ze)^2}\frac{d\mu}{dc}
=\frac{\Gamma a^2\,c(1-c)}{kT}\cdot\frac{kT}{c(1-c)}=\Gamma a^2 .
\]
The factor that slows the drift also measures how readily the composition fluctuates. Where vacancies are hard to move by a force, a given difference in composition produces a correspondingly larger force.

## Example: oxygen vacancies in a hot hafnia filament

In cubic hafnia the oxygen sublattice is simple cubic. The monoclinic phase, which is the stable one at 900 K, distorts it and has two kinds of oxygen site, so equal sites are an idealisation here. Take doubly charged vacancies, \(z=2\), with rough typical values: \(a=0.26\) nm, attempt frequency \(10^{13}\) Hz, barrier 1.2 eV, and a filament at 900 K, where \(kT=0.07756\) eV. Then
\[
\Gamma=10^{13}\,e^{-1.2/0.07756}\ \mathrm{s^{-1}}=1.91\times10^6\ \mathrm{s^{-1}},
\]
\[
D=1.91\times10^6\times(2.6\times10^{-8})^2=1.29\times10^{-9}\ \mathrm{cm^2/s}.
\]
With \(N_s=5.69\times10^{22}\) cm\(^{-3}\) and \(c=0.10\), one factor \(e\) in (5) converts \(kT\) to volts:
\[
\sigma=\frac{5.69\times10^{22}\times4\times1.602\times10^{-19}\times1.29\times10^{-9}\times0.09}{0.07756}
\simeq5.5\times10^{-5}\ \mathrm{S/cm}.
\]

The table varies \(c\) with everything else fixed. The conductivities come from the steady current of the full master equation for six sites in a weak field, and the stiffness from counting arrangements on a million sites.

| \(c\) | \(\sigma\) (S/cm) | \(d(\mu/kT)/dc\) | \(D\) (cm²/s) |
|---|---|---|---|
| 0.02 | \(1.19\times10^{-5}\) | 51.0 | \(1.29\times10^{-9}\) |
| 0.10 | \(5.45\times10^{-5}\) | 11.1 | \(1.29\times10^{-9}\) |
| 0.30 | \(1.27\times10^{-4}\) | 4.76 | \(1.29\times10^{-9}\) |
| 0.50 | \(1.52\times10^{-4}\) | 4.00 | \(1.29\times10^{-9}\) |

The conductivity rises almost thirteenfold and the stiffness falls by the same factor. A separate calculation, with reservoirs at \(c\pm0.01\) and no field, gave the same \(D\) in each row.

In a film of thickness \(h=5.2\) nm (20 planes) with closed faces, the slowest profile is \(\cos(\pi x/h)\). At zero field it decays in
\[
\tau=\frac{h^2}{\pi^2D}=\frac{(5.2\times10^{-7})^2}{\pi^2\times1.29\times10^{-9}}\ \mathrm s\simeq21\ \mathrm{\mu s}.
\]
The lattice lowers the decay rate by 0.2%, in line with \((ka)^2/12\). At 300 K, with barrier and attempt frequency unchanged, \(\tau\) is about 19 years. This figure is fragile: 0.1 eV in the barrier changes it by \(e^{0.1/0.0259}\), a factor of nearly fifty.

## What charge does to the relaxation

The time \(\tau\) assumes \(E=0\) while the profile relaxes. Charged vacancies create their own field. Start from a uniform state neutralised by a fixed background, and add a small \(\delta c\). Since \(\nabla\cdot\mathbf E=zeN_s\,\delta c/\varepsilon\), the flux law (6) and continuity give, to first order,
\[
\frac{\partial\,\delta c}{\partial t}=D\nabla^2\delta c-\frac{\sigma}{zeN_s}\nabla\cdot\mathbf E
=D\nabla^2\delta c-\frac{\sigma}{\varepsilon}\,\delta c .
\]
A wave decays at \(Dk^2+\sigma/\varepsilon\), and the second term depends on \(c\). For \(c=0.10\), relative permittivity 20 and the film's slowest mode, the total is about 660 times \(Dk^2\) if the faces carry no electrode charge. Electrodes that hold both faces at one potential cut the slowest rate to about 37 times \(Dk^2\) in the same linear model, solved plane by plane with each electrode half a spacing outside the outermost plane. This value depends on that choice: a quarter spacing gives about 21, a full spacing about 66, and the continuum equation about 17. The corresponding screening length \(\sqrt{D\varepsilon/\sigma}\) is \((h/\pi)/\sqrt{655}\simeq0.06\) nm, less than a site spacing. A smooth field is then a poor description, so these factors show that charge dominates but are not reliable rates.

Mobile electrons can restore neutrality. Let them conduct much better than the vacancies, with no net current. Their electrochemical potential \(\mu_e-e\phi\) is then nearly uniform, so \(e\nabla\phi=\nabla\mu_e\). Equation (6) gives \(\mathbf j=-[\sigma/(ze)^2]\nabla(\mu+z\mu_e)\), and the ambipolar diffusivity is
\[
D_{\rm amb}=D\,c(1-c)\frac{d}{dc}\left[\ln\frac c{1-c}+\frac{z\mu_e}{kT}\right],\qquad n=zcN_s,
\]
with \(n\) the electron density. For nondegenerate electrons \(\mu_e=kT\ln n\) plus a constant, and
\[
\frac{D_{\rm amb}}{D}=1+z(1-c).
\]
For degenerate free electrons \(\mu_e\simeq E_F\propto c^{2/3}\), so \(dE_F/dc=2E_F/(3c)\) and
\[
\frac{D_{\rm amb}}{D}=1+\frac23z(1-c)\frac{E_F}{kT}.
\]
Both depend on \(c\). At \(c=0.10\) the first is 2.8. It does not apply here, because \(n=1.14\times10^{22}\) cm\(^{-3}\) gives \(E_F=1.845\) eV for the free-electron mass, far above \(kT\). The second is \(1+1.2\times1.845/0.07756\simeq29.5\), and the full Fermi integral at 900 K gives 29.6. Strict neutrality needs an electron screening length small against \(1/k\). Here the Thomas–Fermi length is 0.35 nm and \(h/\pi\) is 1.7 nm, and keeping Poisson's equation for a wave with \(k=\pi/h\) lowers the factor to about 28.

## Further corrections and the real device

At 1 MV/cm, \(f=2\times0.026/0.07756=0.67\), and (4) exceeds its linear part by 1.9%. This field is only 0.5 V across the 5.2 nm film. At 4 MV/cm, about 2 V, the excess is 33% and the linear form (5) no longer holds. Tunnelling through a parabolic barrier top, with the attempt frequency taken as its frequency, raises \(\Gamma\) by 1.2%.

A repulsion \(w\) between neighbouring vacancies adds \(3wc^2\) per site to the energy of the uncorrelated state, since each site has six neighbours and each pair counts once. Hence \(\mu\) gains \(6wc\), and to first order in \(w\)
\[
\frac{c(1-c)}{kT}\frac{d\mu}{dc}=1+\frac{6w}{kT}c(1-c).
\]
For an assumed \(w=0.05\) eV and \(c=0.10\) this is 1.35. Enumeration of a periodic 18-site cluster gives 1.28, about 0.01 below the value for larger lattices. Most of the gap from 1.35 comes from higher orders in \(w\), since \(w/kT=0.64\) is not small. Repulsion also alters the hop rates, so neither number is the full correction to \(D\). The assumed \(w\) is also small for doubly charged vacancies: Coulomb's law with relative permittivity 20 gives 1.1 eV at one site spacing, before any screening by electrons. With a repulsion of that size, neighbouring vacancies would be strongly correlated, and neither (5) nor \(D=\Gamma a^2\) could be relied on at \(c=0.10\).

A real hafnia filament is hot while it switches, strongly oxygen-deficient, and may be disordered. The parameters above are of a plausible size, but the rows at \(c=0.30\) and 0.50 only illustrate the formula: so large a loss of oxygen would be expected to change the structure. Unequal site energies bring back the pair term in (1). Their effect was not estimated here. Among the effects that were, the largest comes from the assumption of zero internal field. If all compensating electrons are free, do not interact and have the free-electron mass, dropping it multiplies the diffusivity by about 30 at 900 K, and by nearly 90 at 300 K. Half that mass would nearly double the factor, and electrons trapped at vacancies would change the factor, the vacancy charge and the hop barrier. The constant \(D=\Gamma a^2\) is therefore the gradient coefficient in a flux law that also contains the field, and \(\tau\) is not a prediction of how fast a charged filament dissolves. The main values used here are listed in the numerical output below.

## Computed results

```
site spacing = 0.26 nm; site density = 5.690e+22 cm^-3
attempt frequency = 1.0e+13 Hz; barrier = 1.20 eV
vacancy charge number = 2; temperature = 900 K
thermal energy kT = 0.07756 eV
hop rate per direction = 1.907e+06 s^-1
D = G a^2 = 1.289e-09 cm^2/s
closure error, full against linear = 3.3e-16
pair-term effect, equal rates = 7.8e-16 (rate units)
pair-term effect, unequal rates = 3.76e-02 (rate units)
c = 0.02: blocking factor from current = 0.0196
  conductivity = 1.188e-05 S/cm
  stiffness d(mu/kT)/dc = 51.020
  D from conductivity = 1.289e-09 cm^2/s
  D from gradient = 1.289e-09 cm^2/s
c = 0.10: blocking factor from current = 0.0900
  conductivity = 5.454e-05 S/cm
  stiffness d(mu/kT)/dc = 11.111
  D from conductivity = 1.289e-09 cm^2/s
  D from gradient = 1.289e-09 cm^2/s
c = 0.30: blocking factor from current = 0.2100
  conductivity = 1.273e-04 S/cm
  stiffness d(mu/kT)/dc = 4.762
  D from conductivity = 1.289e-09 cm^2/s
  D from gradient = 1.289e-09 cm^2/s
c = 0.50: blocking factor from current = 0.2500
  conductivity = 1.515e-04 S/cm
  stiffness d(mu/kT)/dc = 4.000
  D from conductivity = 1.289e-09 cm^2/s
  D from gradient = 1.289e-09 cm^2/s
D/(G a^2) for reservoirs at 0.9 and 0.1 = 1.000000
film thickness = 5.20 nm (20 planes)
zero-field relaxation time at 900 K = 21.26 us
lattice rate over continuum rate = 0.9979
D at 300 K = 4.686e-23 cm^2/s
relaxation time at 300 K = 18.5 years
field = 1.0 MV/cm; f = 0.6705
current over its linear value = 1.0188
relative permittivity = 20; following lines at c = 0.10
space-charge mode rate over D k^2 = 655.6
electron density = 1.138e+22 cm^-3
free-electron Fermi energy = 1.845 eV
ambipolar factor, degenerate electrons = 29.6
ambipolar factor, nondegenerate limit = 2.800
assumed neighbour repulsion = 0.05 eV
thermodynamic factor c(1-c)d(mu/kT)/dc, 18-site cluster = 1.280
same, first order in repulsion = 1.348
tunnelling factor on the hop rate = 1.0119
```
